# Metallic Spin-Wave Stiffness from Damped Long-Range Exchange Sums

## The situation

A micromagnetic simulation of a metallic memory layer needs one number for the cost of twisting the magnetization: the spin-wave stiffness \(D\), defined by the magnon energy \(E(q)\approx Dq^2\). An electronic-structure calculation supplies exchange constants \(J(R)\) between pairs of atoms. The stiffness is their second moment, so distant pairs carry a large weight. In a free-electron-like metal with a sharp Fermi surface \(J(R)\) oscillates and falls off as \(R^{-3}\), and the second moment, cut at a radius, does not settle as the radius grows. The questions are what number the sum stands for, how damping extracts it, and how large the error is.

## From exchange constants to stiffness

Take unit vectors \(\mathbf e_i\) along the atomic spins and

\[
H=-\sum_{i\ne j}J_{ij}\,\mathbf e_i\cdot\mathbf e_j ,
\]

with each pair counted twice. A moment of \(M\) Bohr magnetons with \(g=2\) carries spin \(\hbar M/2\). Its precession, \(\dot{\mathbf S}_i=(\partial H/\partial\mathbf S_i)\times\mathbf S_i\), reads

\[
\frac{\hbar M}{2}\dot{\mathbf e}_i=2\sum_jJ_{ij}\,\mathbf e_i\times\mathbf e_j .
\]

For small tilts \(\mathbf e_i=(u_i,v_i,1)\) the cross product has transverse components \((v_i-v_j,\;u_j-u_i)\). With \(\psi=u+iv\) these combine to \(-i(\psi_i-\psi_j)\). Inserting \(\psi_i=e^{i(\mathbf q\cdot\mathbf R_i-\omega t)}\) and using \(J(\mathbf R)=J(-\mathbf R)\),

\[
E(\mathbf q)=\hbar\omega=\frac4M\sum_{\mathbf R}J(R)\,[1-\cos(\mathbf q\cdot\mathbf R)] .
\]

In a cubic crystal \((\mathbf q\cdot\mathbf R)^2\) averages to \(q^2R^2/3\) over a shell. If the sum and the expansion may be exchanged,

\[
D=\frac{2}{3M}\sum_{\mathbf R}J(R)R^2. \tag{1}
\]

For a metal this exchange is the doubtful step.

## A metal with known exchange constants

Let the moments sit on an fcc lattice, with atomic volume \(v\), in a free-electron gas with \(n\) electrons per atom. Each moment acts on the electron spin through the contact term \(-(K/2)\,\mathbf e_i\cdot\boldsymbol\sigma\,\delta(\mathbf r-\mathbf R_i)\). Aligned moments split the bands by \(\Delta=K/v\) on average. We work to second order in \(\Delta\). This requires \(\Delta\ll E_F\) and also weak scattering by each moment, \(3\pi n\Delta/8E_F\ll1\).

A weak potential \(U\) acting on one spin species changes the grand potential at second order by \(-\tfrac12\iint U(\mathbf r)\Pi(\mathbf r-\mathbf r')U(\mathbf r')\), where

\[
\Pi(q)=\int\!\frac{d^3k}{(2\pi)^3}\frac{f_k-f_{k+q}}{\varepsilon_{k+q}-\varepsilon_k}.
\]

The spin trace \(\mathrm{Tr}\,\sigma_a\sigma_b=2\delta_{ab}\) turns this into \(-(K^2/4)\sum_{ij}\Pi(R_{ij})\,\mathbf e_i\cdot\mathbf e_j\), so \(J(R)=(K^2/4)\,\Pi(R)\).

**In real space.** Substituting \(\mathbf k\to-\mathbf k-\mathbf q\) in the second term of \(\Pi\) makes it equal to the first, with principal values understood. With \(\mathbf p=\mathbf k+\mathbf q\), the integral over \(\mathbf p\) is

\[
\mathrm P\!\int\!\frac{d^3p}{(2\pi)^3}\frac{e^{i\mathbf p\cdot\mathbf R}}{p^2-k^2}=\frac{\cos kR}{4\pi R},
\]

and the angular average of \(e^{-i\mathbf k\cdot\mathbf R}\) is \(\sin(kR)/(kR)\). Therefore

\[
\Pi(R)=2\cdot\frac{2m}{\hbar^2}\cdot\frac{1}{4\pi R}\cdot\frac{1}{2\pi^2R}\int_0^{k_F}\!k\sin kR\cos kR\,dk
=\frac{m}{4\pi^3\hbar^2R^2}\int_0^{k_F}\!k\sin 2kR\,dk .
\]

The last integral is \((\sin X-X\cos X)/4R^2\) with \(X=2k_FR\). Using \(v=3\pi^2n/k_F^3\) and \(m/\hbar^2=k_F^2/2E_F\),

\[
J(R)=\frac{9\pi n^2\Delta^2}{8E_F}\,\frac{\sin X-X\cos X}{X^4}. \tag{2}
\]

**In reciprocal space.** The angular integral of \(1/(q^2+2\mathbf k\cdot\mathbf q)\) gives a logarithm, and

\[
\Pi(q)=\frac{m}{2\pi^2\hbar^2q}\int_0^{k_F}\!k\ln\left|\frac{q+2k}{q-2k}\right|dk .
\]

With \(x=q/2k_F\) and \(L=\ln|(1+x)/(1-x)|\), the integral equals \(k_F^2[x+\tfrac12(1-x^2)L]\). Hence \(\Pi(q)=(N/v)F(x)\), where \(N=3n/4E_F\) is the density of states per atom and spin, and

\[
F(x)=\frac12+\frac{1-x^2}{4x}L .
\]

## Why a cutoff fails

At large \(R\), equation (2) gives \(J\propto-\cos(2k_FR)/R^3\). Replacing the lattice by a continuum, the sum in (1) becomes \(\int^{R_c}R^2\cdot R^2\cdot R^{-3}\cos(2k_FR)\,dR\), whose oscillation grows in proportion to \(R_c\). A larger cutoff makes the answer worse. We use instead

\[
D(\eta)=\frac{2}{3M}\sum_{\mathbf R}J(R)R^2e^{-\eta R},\qquad D=\lim_{\eta\to0}D(\eta). \tag{3}
\]

## The damped sum in closed form

For \(\eta>0\), Poisson summation \(\sum_{\mathbf R}g(\mathbf R)=v^{-1}\sum_{\mathbf G}\hat g(\mathbf G)\) applies. The added term \(\mathbf R=0\) vanishes, since \(R^2J\propto R\) there. Put \(s=\eta/2k_F\) and \(x=|\mathbf G|/2k_F\). The transform of \(R^2e^{-\eta R}(\sin X-X\cos X)/X^4\) is \(4\pi w_s(x)/(2k_F)^5\), with

\[
w_s(x)=\frac1x\int_0^\infty\!\Big(\frac{\sin X}{X}-\cos X\Big)\sin(xX)\,e^{-sX}dX .
\]

Products of sines and cosines become sums. Then \(\int_0^\infty\sin(aX)e^{-sX}dX=a/(a^2+s^2)\), and integrating \(\int_0^\infty\cos(aX)e^{-tX}dX=t/(t^2+a^2)\) over \(t\) from \(s\) upward handles the factor \(1/X\). The result is

\[
x\,w_s=\frac14\ln\frac{s^2+(1+x)^2}{s^2+(1-x)^2}-\frac12\left[\frac{x+1}{(x+1)^2+s^2}+\frac{x-1}{(x-1)^2+s^2}\right],
\]

and \(w_s(0)=2/(1+s^2)^2\). The prefactor in (2) equals \((\Delta/2)^2Nv(2k_F)^3/4\pi\), because \(v(2k_F)^3=24\pi^2n\). So

\[
D(\eta)=\frac{2}{3M}\Big(\frac\Delta2\Big)^2\frac{N}{(2k_F)^2}\sum_{\mathbf G}w_s(x). \tag{4}
\]

The structure is clearer in the complex variable \(z=x+is\):

\[
x\,w_s(x)=\mathrm{Re}\,h(x+is),\qquad h(z)=\frac12\ln\frac{z+1}{z-1}-\frac{z}{z^2-1}. \tag{5}
\]

Damping moves each reciprocal-lattice point off the real axis by \(s\). At large \(|z|\) the \(1/z\) terms cancel and \(h\approx-2/(3z^3)\). The terms of (4) are therefore bounded by a constant times \(x^{-4}\), uniformly in \(s\). The limit \(s\to0\) may be taken term by term if no \(|\mathbf G|\) equals \(2k_F\):

\[
w_0(x)=\frac{L}{2x}+\frac1{1-x^2}.
\]

**The limit is the curvature.** In reciprocal space the magnon energy is

\[
E(\mathbf q)=\frac4M\Big(\frac\Delta2\Big)^2N\sum_{\mathbf G}\big[F(|\mathbf G|/2k_F)-F(|\mathbf q+\mathbf G|/2k_F)\big],
\]

summed with \(\pm\mathbf G\) paired. Cubic symmetry gives \(\sum_{\mathbf G}\partial_a\partial_bF=\tfrac13\delta_{ab}\sum_{\mathbf G}\nabla^2F\). The \(q^2\) coefficient is then

\[
\frac4M\cdot\frac12\cdot\frac13\Big(\frac\Delta2\Big)^2\frac{N}{(2k_F)^2}\sum_{\mathbf G}(-\nabla_x^2F).
\]

From \(L'=2/(1-x^2)\) we get \((xF)'=1-xL/2\) and \((xF)''=-L/2-x/(1-x^2)\). Hence \(-\nabla_x^2F=-(xF)''/x=w_0\), and the curvature equals (4) at \(\eta=0\).

**Two limits.** At low electron density every \(\mathbf G\ne0\) has large \(x\) and contributes little. The term \(w_0(0)=2\) leaves \(D=\Delta^2N/(12Mk_F^2)\), still subject to \(\Delta\ll E_F\). The density must be very low: on the fcc lattice the full sum is 0.95 of this value at \(n=0.03\), 0.74 at \(n=0.1\) and negative at \(n=0.3\). For \(a=0.51\) nm, \(n=0.03\) means \(E_F=0.34\) eV, so the limit needs a much smaller \(\Delta\) than the example below. When a shell approaches \(|\mathbf G|=2k_F\), \(w_0\) diverges, upward for \(|\mathbf G|<2k_F\) and downward for \(|\mathbf G|>2k_F\). The \(q^2\) law then holds only for \(q\) well below \(|2k_F-|\mathbf G||\). At \(|\mathbf G|=2k_F\), to second order in \(\Delta\), it is replaced by \(E\propto q^2\ln(1/q)\).

## Error of the extrapolation

By (5), \(D(\eta)\) is even in \(\eta\). Its singularities lie where \(x+is=\pm1\), so the Taylor series converges for

\[
|\eta|<\eta^*=\min_{\mathbf G}\big|2k_F-|\mathbf G|\big| .
\]

Evenness depends on the form (2). For \(J=J_0e^{-\kappa R}\) with \(J_0>0\), the linear term is proportional to \(-\eta\sum JR^3\ne0\). The sum (1) then converges without damping, but an extrapolation in \(\eta^2\) would be wrong. Without knowledge of evenness one extrapolates in \(\eta\), with nodes small against the distance to the nearest singularity, here \(\kappa\). On the fcc lattice with \(\eta a=0.2,\dots,0.6\), extrapolation in \(\eta^2\) is low by 15 % for \(\kappa a=3\) and by 41 % for \(\kappa a=1\); extrapolation in \(\eta\) is low by 0.1 % and 6 %.

Let \(t=\eta^2\) and pass a polynomial through nodes \(t_i\). Its value at zero is

\[
D_{\rm ext}=\sum_iD(\eta_i)\prod_{j\ne i}\frac{t_j}{t_j-t_i}.
\]

The nearest shell contributes a pole term proportional to \(1/(t+T)\), \(T=\eta^{*2}\). With \(\omega(t)=\prod_i(t-t_i)\), its interpolant \(P\) obeys \((t+T)P(t)=1-\omega(t)/\omega(-T)\): the right side is 1 at the nodes and 0 at \(t=-T\). At \(t=0\) the shortfall, relative to the pole term, is

\[
\epsilon_{\eta^2}=\prod_i\frac{\eta_i^2}{\eta^{*2}+\eta_i^2}. \tag{6}
\]

For a polynomial in \(\eta\), splitting the pole term into its poles at \(\pm i\eta^*\) gives in the same way

\[
\epsilon_\eta=\mathrm{Re}\prod_i\frac{\eta_i}{\eta_i-i\eta^*}. \tag{7}
\]

A finite cutoff adds a second error. Let \(P_c(R)\) be the undamped partial sum. Integration by parts writes the missing tail as

\[
-[P_c(R_c)-D]e^{-\eta R_c}+\eta\int_{R_c}^\infty[P_c(R)-D]e^{-\eta R}dR .
\]

If \(|P_c-D|\le\alpha R\), its size is at most \(\alpha e^{-\eta R_c}(2R_c+1/\eta)\). Small \(\eta\) reduces the extrapolation error and raises this one.

## Worked example

Take rough gadolinium-like values: \(a=0.51\) nm, \(n=3\), \(M=7\), \(\Delta=0.80\) eV. Then \(k_F=13.888\) nm\(^{-1}\), \(E_F=7.348\) eV, \(N=0.3062\) eV\(^{-1}\) and \((\Delta/2)^2N=48.99\) meV. Nearest neighbours have \(J=2.13\) meV, the next shell 0.096 meV, and the third \(-0.068\) meV.

The real-space sums use all shells to \(300a\). Between cutoffs of \(20a\) and \(30a\) the undamped sum ranges over 5.5 meV nm². Between \(200a\) and \(300a\) it ranges over 51.9 meV nm², close to the tenfold growth expected. With damping:

| \(\eta a\) | \(D(\eta)\) (meV nm²) |
|---|---|
| 0.2 | 0.202873 |
| 0.3 | 0.199128 |
| 0.4 | 0.194105 |
| 0.5 | 0.187995 |
| 0.6 | 0.181010 |

Extrapolation in \(\eta^2\) gives 0.205968 meV nm². The digits serve the error analysis; the physical model does not deserve them.

For the curvature, summing \(w_0\) over shells to \(|\mathbf G|a=1200\pi\), with the remainder integrated as a continuum, gives 34.056. Equation (4) becomes

\[
D=\frac{2}{21}\cdot\frac{48.99\ \text{meV}}{(27.776\ \text{nm}^{-1})^2}\cdot34.056=0.2060\ \text{meV nm}^2,
\]

or 20.6 meV Å². To six decimals it agrees with the extrapolated value.

The error formulas can now be read against the numbers. The nearest shell is (200), with \(|\mathbf G|a=4\pi=12.566\) against \(2k_Fa=14.165\), so \(\eta^*a=1.599\). Its six vectors have \(x=0.887\), and their pole terms \(1/[2x(1-x)]\) add up to 30.0, or 88 % of the total. For the five nodes, (6) gives \(3\times10^{-7}\). Equation (7) gives \(5.5\times10^{-4}\), so extrapolation in \(\eta\) should be low by 0.05 %. It yields 0.205866, which is low by that amount.

A shorter list of \(J\) calls for stronger damping. With \(\eta a=0.6,0.8,1.0\), equation (6) gives 0.0069, and times 0.88 a shortfall of 0.6 %. A cutoff of \(30a\) yields 0.20467, low by 0.6 %; \(20a\) yields 0.20465. At \(10a\) the result is 0.20699, high by 0.5 %: truncation has raised it by 1.1 %, which more than offsets the extrapolation error. The small total error there is an accident of opposite signs: for cutoffs between \(9.5a\) and \(10.5a\) the total error runs from \(-4\) % to \(+3\) %. Half the swings above suggest \(\alpha\approx0.09\) meV nm² per \(a\); between \(10a\) and \(20a\) the partial sums need about 0.12. With the largest extrapolation weight, 3.6, the tail estimate is then about 0.02 meV nm² at \(10a\) and \(10^{-4}\) at \(20a\). The shifts relative to \(30a\) are smaller, 0.0023 and 0.00002.

For micromagnetics, a slow twist costs \(\sum JR^2|\nabla\mathbf e|^2/6\) per atom. The energy density is \(A|\nabla\mathbf e|^2\) with \(A=\sum JR^2/6v=MD/4v\), here 1.74 pJ/m.

A positive \(D\) does not by itself make the aligned state stable. At ten points on each line from the zone centre to X, L, K and W, \(E(q)/Dq^2\) stays above 0.50, so no instability appears there. The energy at L is 11.9 meV.

## What the model leaves out

Replacing \(F\) by the transverse response of two split parabolic bands at fixed electron density changes \(D\) by 1.1 %. This covers only the uniform part of the exchange field. Repeated scattering by each moment is left out; its parameter \(\pi N\Delta/2\) is 0.38 here, so the correction depends on the range of the exchange potential and may reach tens of percent. Two other omissions are small. The conduction electrons add \(N\Delta=0.24\) Bohr magnetons per atom to the moment, lowering \(D\) by about 3 % at fixed \(J\). Averaging the curvature over the Fermi function's thermal width at 293 K, with the moments kept aligned, changes it by 0.07 %. This is only the Fermi smearing: the model's mean-field ordering temperature, from \(\sum J=25\) meV, is about 190 K for classical spins and 250 K with the factor \((S+1)/S\) for \(S=7/2\), so at 293 K the moments would not be aligned.

Disorder can matter more. If each electron amplitude decays as \(e^{-R/2\ell}\), with \(\ell\) the mean free path, the averaged exchange acquires \(e^{-R/\ell}\), neglecting vertex corrections. Here damping is physical and must not be extrapolated away. A rough resistivity of 130 µΩ cm gives \(\ell=\hbar k_Fv/(ne^2\rho)\approx0.49\) nm and \(D(1/\ell)\approx0.14\) meV nm², about 30 % below the clean value. This resistivity is a room-temperature figure, largely due to spin disorder near the Curie point, so 30 % is an extreme case. For 30 µΩ cm the reduction is about 2 %, and for 10 µΩ cm about 0.25 %.

The crystal structure matters most. Gadolinium is hexagonal close packed, not fcc, and its conduction bands have strong d character. For ideal hcp stacking at the same density, each \(\mathbf G\) enters with weight \((1+\cos\mathbf G\cdot\boldsymbol\tau)/2\), where \(\boldsymbol\tau\) joins the two sites of the cell. The direction-averaged stiffness drops to 0.0025 meV nm², but this average hides components of opposite sign: about \(+0.050\) meV nm² in the basal plane and \(-0.092\) meV nm² along \(c\). The aligned state of the hcp model is therefore unstable against a twist along \(c\). Twelve vectors of type (102) have \(|\mathbf G|a=14.96\), just above \(2k_Fa\). Each has \(w_0\approx-7.0\) and weight 1/4, so together they contribute \(-21\) to the sum. The sum that remains is only about 0.4, a near cancellation between directions; in a non-cubic crystal the components, not the average, decide stability. The fcc value is thus a property of the model and no prediction for gadolinium. Where a reciprocal-lattice vector lies near a spanning vector of the Fermi surface, the stiffness is sensitive to details of the electronic structure, as this model shows for a spherical one. The smaller \(\eta^*\) also calls for weaker damping and longer sums: in the hcp model \(\eta^*a=0.79\), and for \(\eta a=0.6,0.8,1.0\) equation (6) gives 0.11 instead of 0.0069.
